# Isotope shifts of the shielding in H2, HD and D2: verification in Python

```python
"""Vibrational averaging of the nuclear shielding of H2, HD and D2.

Result under test (atomic units, ground vibrational state, no rotation):
    sigma0(mu) = sigma_e + A / sqrt(mu) + O(1/mu)
    A = (sigma'' - sigma' * g / k) / (4 sqrt(k))
mu: nuclear reduced mass; k, g: second and third derivative of the potential;
sigma', sigma'': derivatives of the isotropic shielding; all at the minimum.
The isotope shift is sigma0(heavier molecule) - sigma0(H2).
The potential and the shielding are full CI for two electrons in a Gaussian
basis, with the gauge origin at the observed nucleus (or at the midpoint).
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, solve
from scipy.optimize import brentq
from numpy.polynomial import Chebyshev
from numpy.polynomial.chebyshev import chebpts1
from pyscf import gto, scf, fci, ao2mo, dft

ALPHA2_PPM = constants.fine_structure**2 * 1e6
HARTREE_CM = constants.physical_constants[
    'hartree-inverse meter relationship'][0] / 100
M_P = constants.physical_constants['proton-electron mass ratio'][0]
M_D = constants.physical_constants['deuteron-electron mass ratio'][0]

# ---------------------------------------------------------------- basis
TIGHT_P = 5.1
contracted = gto.basis.load('aug-cc-pvtz', 'H')
primitives = {(shell[0], row[0]) for shell in contracted for row in shell[1:]}
primitives.add((1, TIGHT_P))
BASIS = [[l, [exponent, 1.0]] for l, exponent in sorted(primitives)]


def molecule(distance, basis):
    """Observed nucleus at the origin, the other one on the z axis."""
    return gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, distance)]],
                 unit='Bohr', basis={'H': basis}, verbose=0)


def raw_operators(mol, origin_z):
    """Matrices of (r_O x grad)_x, (r_N x grad)_x / r_N^3 and z_N / r_N^3,
    each up to the sign convention of the integral library."""
    with mol.with_common_orig((0, 0, origin_z)):
        ang = mol.intor('int1e_cg_irxp', comp=3)[0]
    with mol.with_rinv_origin((0, 0, 0)):
        nao = mol.nao
        grad2 = mol.intor('int1e_iprinvip', comp=9).reshape(3, 3, nao, nao)
        grad1 = mol.intor('int1e_iprinv', comp=3)[2]
    return ang, grad2[1, 2] - grad2[2, 1], grad1 + grad1.T


# Quadrature from the definitions fixes the signs and tests the matrices.
mol_test = molecule(1.4, BASIS)
grid = dft.gen_grid.Grids(mol_test)
grid.atom_grid = {'H': (80, 434)}
grid.prune = None
grid.build()
xyz, weight = grid.coords, grid.weights
ao, _, ao_y, ao_z = mol_test.eval_gto('GTOval_sph_deriv1', xyz)
y, z = xyz[:, 1:2], xyz[:, 2:3]
r3 = np.linalg.norm(xyz, axis=1)[:, None]**3
rotated = y * ao_z - z * ao_y
weighted = ao * weight[:, None]
by_quadrature = [weighted.T @ rotated, weighted.T @ (rotated / r3),
                 weighted.T @ (ao * z / r3)]
SIGNS = []
for analytic, numeric in zip(raw_operators(mol_test, 0.0), by_quadrature):
    sign = np.sign(np.sum(analytic * numeric))
    assert np.abs(sign * analytic - numeric).max() < 1e-4 * np.abs(numeric).max()
    SIGNS.append(sign)
del ao, ao_y, ao_z, rotated, weighted


# ------------------------------------------- full CI energy and shielding
def full_ci(distance, basis=BASIS, shielding=True):
    """Electronic energy; diamagnetic and paramagnetic isotropic shielding
    (ppm) for the gauge origin at the nucleus and at the midpoint."""
    mol = molecule(distance, basis)
    n = mol.nao
    val, vec = eigh(mol.intor('int1e_ovlp'))
    assert val[0] > 1e-8
    orth = (vec / np.sqrt(val)) @ vec.T
    h = orth.T @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ orth
    eri = ao2mo.incore.full(mol.intor('int2e', aosym='s8'), orth)
    a, b = np.indices((n, n))
    tri = np.maximum(a, b) * (np.maximum(a, b) + 1) // 2 + np.minimum(a, b)
    labels = [lab[3] for lab in mol.ao_labels(fmt=None)]
    odd_x = np.array([lab in ('x', 'xy', 'xz') for lab in labels])
    odd_y = np.array([lab in ('y', 'xy', 'yz') for lab in labels])
    mixed = (odd_x[:, None] != odd_x) | (odd_y[:, None] != odd_y)
    assert np.abs(h[mixed]).max() < 1e-8
    eye = np.eye(n)

    def sector(y_is_odd):
        p, q = np.triu_indices(n)
        keep = (odd_x[p] == odd_x[q]) & ((odd_y[p] != odd_y[q]) == y_is_odd)
        p, q = p[keep], q[keep]
        norm = np.where(p == q, 0.5, np.sqrt(0.5))
        pc, qc = p[:, None], q[:, None]

        def element(r, s):
            return (h[pc, r] * eye[qc, s] + eye[pc, r] * h[qc, s]
                    + eri[tri[pc, r], tri[qc, s]])
        ham = 2 * norm[:, None] * norm * (element(p, q) + element(q, p))
        return p, q, norm, ham

    p, q, norm, ham = sector(False)
    energy, state = eigh(ham, subset_by_index=[0, 0])
    energy, state = energy[0], state[:, 0]
    if not shielding:
        return energy
    coef = np.zeros((n, n))
    coef[p, q] += state * norm
    coef[q, p] += state * norm
    density = 2 * orth @ coef @ coef.T @ orth.T

    p, q, norm, ham = sector(True)

    def act(matrix):
        m = orth.T @ matrix @ orth
        return 2 * norm * (m @ coef + coef @ m.T)[p, q]

    ang_n, pso, field = [s * m for s, m in zip(SIGNS, raw_operators(mol, 0.0))]
    ang_mid = SIGNS[0] * raw_operators(mol, distance / 2)[0]
    rhs = np.column_stack([act(ang_n), act(ang_mid)])
    response = solve(ham - energy * np.eye(len(p)), rhs, assume_a='sym')
    para = -2 / 3 * ALPHA2_PPM * (act(pso) @ response)
    with mol.with_rinv_origin((0, 0, 0)):
        inv_r = np.sum(density * mol.intor('int1e_rinv'))
    dia_n = ALPHA2_PPM / 3 * inv_r
    dia_mid = dia_n - ALPHA2_PPM / 3 * distance / 2 * np.sum(density * field)
    return energy, dia_n, para[0], dia_mid, para[1]


# Energy against an independent CI program in a small basis.
small = gto.basis.load('cc-pvdz', 'H')
mean_field = scf.RHF(molecule(1.4, small)).run()
reference_energy = fci.FCI(mean_field).kernel()[0]
assert abs(full_ci(1.4, small, False) + 1 / 1.4 - reference_energy) < 1e-7

# Separated atoms: large cancelling parts must leave the free-atom value.
far = full_ci(8.0)
free_atom = ALPHA2_PPM / 3
assert abs(far[1] + far[2] - free_atom) < 0.2
assert far[1] - free_atom > 1.0

# ------------------------------------------------------------- the curves
R_MIN, R_MAX, NODES = 0.5, 2.9, 12
nodes = (R_MIN + R_MAX) / 2 + (R_MAX - R_MIN) / 2 * chebpts1(NODES)
data = np.array([full_ci(r) for r in nodes])


def interpolate(values):
    return Chebyshev.fit(nodes, values, NODES - 1, domain=[R_MIN, R_MAX])


electronic = interpolate(data[:, 0])
sigma = interpolate(data[:, 1] + data[:, 2])
sigma_mid = interpolate(data[:, 3] + data[:, 4])


def potential(r):
    return electronic(r) + 1 / r


def force_constant_1(r):
    return electronic.deriv(1)(r) - 1 / r**2


point = full_ci(1.4)
energy_error = abs(electronic(1.4) - point[0])
sigma_error = abs(sigma(1.4) - point[1] - point[2])
assert energy_error < 2e-5 and sigma_error < 2e-3
gauge_change = point[3] + point[4] - point[1] - point[2]
assert abs(gauge_change) < 0.1 * abs(point[3] - point[1])

r_e = brentq(force_constant_1, 1.2, 1.6, xtol=1e-13)
k = electronic.deriv(2)(r_e) + 2 / r_e**3
g = electronic.deriv(3)(r_e) - 6 / r_e**4
s0, s1, s2 = sigma(r_e), sigma.deriv(1)(r_e), sigma.deriv(2)(r_e)
A = (s2 - s1 * g / k) / (4 * np.sqrt(k))

# ---------------------------------------------------------------- Numerov
STEPS = 1200
r_grid = np.linspace(R_MIN, R_MAX, STEPS + 1)
step = r_grid[1] - r_grid[0]
v_grid = potential(r_grid)
joint = int(np.argmin(np.abs(r_grid - r_e)))


def march(t):
    """Numerov recursion from a zero at the first point of t."""
    t = t.tolist()
    psi = [0.0, 1e-30]
    for i in range(1, len(t) - 1):
        psi.append(((2 + 10 * t[i]) * psi[i] - (1 - t[i - 1]) * psi[i - 1])
                   / (1 - t[i + 1]))
    return np.array(psi) / psi[-1]


def numerov(mu):
    """Energy above the minimum and probabilities on the grid, v = 0."""
    def join(energy):
        t = step**2 * 2 * mu * (v_grid - energy) / 12
        left = march(t[:joint + 1])
        right = march(t[joint:][::-1])[::-1]
        gap = ((1 - t[joint + 1]) * right[1] + (1 - t[joint - 1]) * left[-2]
               - (2 + 10 * t[joint]))
        return gap, np.concatenate([left, right[1:]])
    omega = np.sqrt(k / mu)
    bottom = potential(r_e)
    energy = brentq(lambda e: join(e)[0], bottom + 0.2 * omega,
                    bottom + 0.9 * omega, xtol=1e-14, rtol=1e-14)
    prob = join(energy)[1]**2
    return energy - bottom, prob / prob.sum()


def sinc_grid(mu, points=140):
    """Independent diagonalization on a sinc grid."""
    r = np.linspace(R_MIN, R_MAX, points + 2)[1:-1]
    d = r[1] - r[0]
    diff = np.subtract.outer(np.arange(points), np.arange(points))
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 / safe**2)
    kinetic = kinetic * (-1.0)**np.abs(diff) / (2 * mu * d**2)
    e, c = eigh(kinetic + np.diag(potential(r)), subset_by_index=[0, 0])
    return e[0] - potential(r_e), np.sum(c[:, 0]**2 * sigma(r))


masses = {'H2': M_P / 2, 'HD': M_P * M_D / (M_P + M_D), 'D2': M_D / 2}
x = r_grid - r_e
sigma_grid, sigma_mid_grid = sigma(r_grid), sigma_mid(r_grid)
res = {}
for name, mu in masses.items():
    zpe, prob = numerov(mu)
    avg = prob @ sigma_grid
    zpe_sinc, avg_sinc = sinc_grid(mu)
    assert abs(zpe - zpe_sinc) < 1e-8 and abs(avg - avg_sinc) < 1e-5
    assert abs(prob @ force_constant_1(r_grid)) < 1e-6
    x2_pt = 1 / (2 * np.sqrt(k * mu))
    res[name] = dict(mu=mu, zpe=zpe, avg=avg, mid=prob @ sigma_mid_grid,
                     x1=prob @ x, x2=prob @ x**2,
                     x1_pt=-g * x2_pt / (2 * k), x2_pt=x2_pt,
                     avg_pt=s0 + A / np.sqrt(mu))

# Order of the remainder, from fictitious heavy molecules.
remainder = {}
for factor in (1, 64, 256):
    mu = factor * masses['H2']
    avg = numerov(mu)[1] @ sigma_grid
    remainder[factor] = avg - s0 - A / np.sqrt(mu)
    leading_ratio = (avg - s0) * np.sqrt(mu) / A
assert abs(leading_ratio - 1) < 0.03
assert abs(remainder[64] / remainder[256] / 4 - 1) < 0.2

# ----------------------------------------------------------------- output
print(f"basis functions: {mol_test.nao}; tight p exponent {TIGHT_P} bohr^-2")
print(f"distances: {NODES} from {nodes.min():.4f} to {nodes.max():.4f} bohr")
print(f"Numerov: {R_MIN} to {R_MAX} bohr, step {step:.4f} bohr")
print(f"free H atom shielding alpha^2/3: {free_atom:.4f} ppm")
print(f"R=8 bohr: dia {far[1]:.4f}, para {far[2]:.4f}, "
      f"sum {far[1] + far[2]:.4f} ppm")
print(f"R=1.4 bohr: total energy {point[0] + 1 / 1.4:.6f} hartree")
print(f"R=1.4, origin nucleus: dia {point[1]:.4f}, para {point[2]:.4f}, "
      f"sum {point[1] + point[2]:.4f} ppm")
print(f"R=1.4, origin midpoint: dia {point[3]:.4f}, para {point[4]:.4f}, "
      f"sum {point[3] + point[4]:.4f} ppm")
print(f"interpolation error at R=1.4: {energy_error:.1e} hartree, "
      f"{sigma_error:.1e} ppm")
for r in (1.0, 1.2, 1.4, 1.6, 1.8, 2.0):
    print(f"sigma({r:.1f} bohr) = {sigma(r):.4f} ppm")
print(f"R_e = {r_e:.5f} bohr")
print(f"k = {k:.5f} hartree/bohr^2, g = {g:.4f} hartree/bohr^3")
print(f"sigma_e = {s0:.4f} ppm, sigma' = {s1:.4f} ppm/bohr, "
      f"sigma'' = {s2:.4f} ppm/bohr^2")
print(f"A = {A:.4f} ppm m_e^(1/2)")
for name, d in res.items():
    print(f"{name}: mu = {d['mu']:.3f} m_e, harmonic wavenumber "
          f"{np.sqrt(k / d['mu']) * HARTREE_CM:.1f} cm^-1, "
          f"zero-point {d['zpe'] * HARTREE_CM:.1f} cm^-1")
    print(f"{name}: <x> Numerov {d['x1']:.6f}, perturbative "
          f"{d['x1_pt']:.6f} bohr")
    print(f"{name}: <x^2> Numerov {d['x2']:.6f}, perturbative "
          f"{d['x2_pt']:.6f} bohr^2")
    print(f"{name}: sigma0 Numerov {d['avg']:.5f}, perturbative "
          f"{d['avg_pt']:.5f} ppm; minus sigma_e {d['avg'] - s0:.5f}, "
          f"{d['avg_pt'] - s0:.5f} ppm")
base = res['H2']
shift = {}
for name in ('HD', 'D2'):
    d = res[name]
    full, pt = d['avg'] - base['avg'], d['avg_pt'] - base['avg_pt']
    shift[name] = (full, pt)
    lin, quad = s1 * (d['x1'] - base['x1']), s2 * (d['x2'] - base['x2']) / 2
    lin_pt = s1 * (d['x1_pt'] - base['x1_pt'])
    quad_pt = s2 * (d['x2_pt'] - base['x2_pt']) / 2
    print(f"shift {name}-H2: Numerov {full:.5f}, perturbative {pt:.5f} ppm, "
          f"perturbative/Numerov {pt / full:.4f}")
    print(f"  Numerov terms: linear {lin:.5f}, quadratic {quad:.5f}, "
          f"rest {full - lin - quad:.5f} ppm")
    print(f"  perturbative terms: linear {lin_pt:.5f}, "
          f"quadratic {quad_pt:.5f} ppm")
    mid = d['mid'] - base['mid']
    print(f"  Numerov shift with midpoint origin: {mid:.5f} ppm")
    assert abs(mid / full - 1) < 0.1
print(f"shift D2-HD: Numerov {shift['D2'][0] - shift['HD'][0]:.5f}, "
      f"perturbative {shift['D2'][1] - shift['HD'][1]:.5f} ppm")
print(f"ratio of shifts D2/HD: Numerov {shift['D2'][0] / shift['HD'][0]:.4f}, "
      f"perturbative {shift['D2'][1] / shift['HD'][1]:.4f}")
for factor, value in remainder.items():
    print(f"mass x {factor}: remainder {value:.3e} ppm, "
          f"times mass factor {value * factor:.5f} ppm")
print("no test failed")
```

Printed output:

```
basis functions: 56; tight p exponent 5.1 bohr^-2
distances: 12 from 0.5103 to 2.8897 bohr
Numerov: 0.5 to 2.9 bohr, step 0.0020 bohr
free H atom shielding alpha^2/3: 17.7505 ppm
R=8 bohr: dia 19.9507, para -2.2091, sum 17.7417 ppm
R=1.4 bohr: total energy -1.173055 hartree
R=1.4, origin nucleus: dia 32.3729, para -5.6822, sum 26.6907 ppm
R=1.4, origin midpoint: dia 26.0686, para 0.5790, sum 26.6475 ppm
interpolation error at R=1.4: 4.1e-06 hartree, 5.9e-06 ppm
sigma(1.0 bohr) = 32.1349 ppm
sigma(1.2 bohr) = 29.0932 ppm
sigma(1.4 bohr) = 26.6907 ppm
sigma(1.6 bohr) = 24.7762 ppm
sigma(1.8 bohr) = 23.2416 ppm
sigma(2.0 bohr) = 22.0063 ppm
R_e = 1.40327 bohr
k = 0.36816 hartree/bohr^2, g = -1.2561 hartree/bohr^3
sigma_e = 26.6558 ppm, sigma' = -10.6479 ppm/bohr, sigma'' = 12.0637 ppm/bohr^2
A = -9.9979 ppm m_e^(1/2)
H2: mu = 918.076 m_e, harmonic wavenumber 4395.0 cm^-1, zero-point 2175.5 cm^-1
H2: <x> Numerov 0.047144, perturbative 0.046395 bohr
H2: <x^2> Numerov 0.030479, perturbative 0.027197 bohr^2
H2: sigma0 Numerov 26.32755, perturbative 26.32579 ppm; minus sigma_e -0.32821, -0.32997 ppm
HD: mu = 1223.899 m_e, harmonic wavenumber 3806.5 cm^-1, zero-point 1886.8 cm^-1
HD: <x> Numerov 0.040742, perturbative 0.040183 bohr
HD: <x^2> Numerov 0.026005, perturbative 0.023555 bohr^2
HD: sigma0 Numerov 26.37130, perturbative 26.36997 ppm; minus sigma_e -0.28446, -0.28578 ppm
D2: mu = 1835.241 m_e, harmonic wavenumber 3108.5 cm^-1, zero-point 1543.3 cm^-1
D2: <x> Numerov 0.033186, perturbative 0.032814 bohr
D2: <x^2> Numerov 0.020860, perturbative 0.019236 bohr^2
D2: sigma0 Numerov 26.42326, perturbative 26.42238 ppm; minus sigma_e -0.23249, -0.23338 ppm
shift HD-H2: Numerov 0.04375, perturbative 0.04418 ppm, perturbative/Numerov 1.0100
  Numerov terms: linear 0.06817, quadratic -0.02699, rest 0.00257 ppm
  perturbative terms: linear 0.06615, quadratic -0.02197 ppm
  Numerov shift with midpoint origin: 0.04367 ppm
shift D2-H2: Numerov 0.09571, perturbative 0.09659 ppm, perturbative/Numerov 1.0091
  Numerov terms: linear 0.14863, quadratic -0.05802, rest 0.00510 ppm
  perturbative terms: linear 0.14461, quadratic -0.04802 ppm
  Numerov shift with midpoint origin: 0.09555 ppm
shift D2-HD: Numerov 0.05197, perturbative 0.05240 ppm
ratio of shifts D2/HD: Numerov 2.1879, perturbative 2.1860
mass x 1: remainder 1.759e-03 ppm, times mass factor 0.00176 ppm
mass x 64: remainder 2.833e-05 ppm, times mass factor 0.00181 ppm
mass x 256: remainder 7.108e-06 ppm, times mass factor 0.00182 ppm
no test failed
```
